# Exact cancellation for nitrogen-14: sharp quadrupole lines and the double-quantum feature

## Problem

A $^{14}$N nucleus, with spin $I=1$, is coupled to one unpaired electron, $S=1/2$, in a sample whose molecules are frozen in random orientations. The electron $g$ factor and the hyperfine coupling $A>0$ are isotropic. With all energies divided by $h$, the Hamiltonian is

$$
H=\nu_e\,\mathbf n\cdot\mathbf S+A\,\mathbf S\cdot\mathbf I-\nu_I\,\mathbf n\cdot\mathbf I+K\left[3I_z^2-\mathbf I^2+\eta\,(I_x^2-I_y^2)\right].
$$

Here $\mathbf n$ is the unit vector along the magnetic field, $x,y,z$ are the principal axes of the quadrupole tensor, $K=e^2qQ/(4h)>0$ and $0<\eta<1$. The nuclear Zeeman frequency $\nu_I$ is positive.

The model parameters are $\nu_I=1.0$ MHz, $A=2.0$ MHz, $e^2qQ/h=2.0$ MHz and $\eta=0.4$, so that $K=0.5$ MHz and $A=2\nu_I$. The electron frequency $\nu_e$ is much larger than all of these.

1. Find the three nuclear frequencies of the manifold $m_S=+1/2$ and show that they do not depend on orientation.
2. Find how the splitting between the outermost nuclear levels of the manifold $m_S=-1/2$ depends on orientation, and where its powder spectrum peaks.
3. Decide whether these lines appear in a three-pulse echo experiment.

## Hints

**Hint 1.** Since $\nu_e$ is large, replace $\mathbf S$ by $m_S\mathbf n$. What field does the nucleus feel in each manifold?

**Hint 2.** Use the spin-1 states $|x\rangle,|y\rangle,|z\rangle$ that obey $I_a|b\rangle=i\sum_c\epsilon_{abc}|c\rangle$. What does $I_a^2$ do to them?

**Hint 3.** The three levels of a manifold sum to zero. Express the outer splitting through the middle level before attempting to solve a cubic equation.

**Hint 4.** A powder spectrum diverges where the frequency is stationary along a whole curve of orientations or at a saddle point; an isolated maximum or minimum gives only a step.

## Solution

### The two effective fields

Keeping only the electron spin component along $\mathbf n$ gives, apart from a constant in each manifold,

$$
H_{m_S}=b\,\mathbf n\cdot\mathbf I+K\left[3I_z^2-2+\eta(I_x^2-I_y^2)\right],\qquad b=m_SA-\nu_I,
$$

where $\mathbf I^2=I(I+1)=2$. For $A=2\nu_I$ the field $b$ is $A/2-\nu_I=0$ in the upper manifold and $-A/2-\nu_I=-2\nu_I=-2.0$ MHz in the lower one. For $A<0$ and $|A|=2\nu_I$ the manifolds exchange roles.

The dropped terms flip the electron spin, so they shift levels by amounts of order $A^2/\nu_e$. Diagonalizing the full six-level Hamiltonian with $\nu_e=9500$ MHz, for 20 random field directions, changes the three frequencies of the upper manifold and the outer splitting of the lower manifold by at most 0.00021 MHz.

### The sharp lines

From the definition of the Cartesian states, $I_a|a\rangle=0$. Applying $I_a$ twice to either of the other two states returns that state; for example, $I_x|y\rangle=i|z\rangle$ and $I_x|z\rangle=-i|y\rangle$, so $I_x^2|y\rangle=|y\rangle$. The quadrupole term is therefore diagonal:

- On $|x\rangle$, $I_x^2=0$ and $I_y^2=I_z^2=1$, so $E_x=K(3-2-\eta)=K(1-\eta)$.
- On $|y\rangle$, $I_y^2=0$ and $I_x^2=I_z^2=1$, so $E_y=K(3-2+\eta)=K(1+\eta)$.
- On $|z\rangle$, $I_z^2=0$ and $I_x^2=I_y^2=1$, so $E_z=-2K$.

With $b=0$ these are the complete energies of the upper manifold. Their differences are

$$
\nu_0=E_y-E_x=2K\eta,\qquad
\nu_-=E_x-E_z=K(3-\eta),\qquad
\nu_+=E_y-E_z=K(3+\eta).
$$

The vector $\mathbf n$ has dropped out, so every molecule contributes at the same frequencies. The levels are $0.3$, $0.7$ and $-1.0$ MHz, which give

- $\nu_0=2(0.5)(0.4)=0.400$ MHz (1.654 neV),
- $\nu_-=0.5(2.6)=1.300$ MHz (5.376 neV),
- $\nu_+=0.5(3.4)=1.700$ MHz (7.031 neV).

They obey $\nu_+=\nu_-+\nu_0$. As $\eta\to0$, $\nu_0$ goes to zero and the other two merge at $3K$.

### The outer splitting of the other manifold

In the order $x,y,z$, with $b_a=bn_a$, the lower manifold has the matrix

$$
H=\begin{pmatrix}E_x&-ib_z&ib_y\\ ib_z&E_y&-ib_x\\ -ib_y&ib_x&E_z\end{pmatrix}.
$$

Its trace is zero. The sum of its principal $2\times2$ minors is

$$
E_xE_y+E_z(E_x+E_y)-b^2=K^2(1-\eta^2)-4K^2-b^2=-\left[b^2+K^2(3+\eta^2)\right].
$$

In the determinant, the two products of three off-diagonal elements are $(-i)^3b_xb_yb_z$ and $i^3b_xb_yb_z$, which cancel. What remains is

$$
\det H=E_xE_yE_z-E_xb_x^2-E_yb_y^2-E_zb_z^2 .
$$

Inserting the energies and using $n_x^2+n_y^2=1-n_z^2$, the characteristic equation becomes

$$
E^3-pE-q=0,\qquad p=b^2+K^2(3+\eta^2),
$$

$$
q=\det H=Kb^2g(\mathbf n)-2K^3(1-\eta^2),\qquad g(\mathbf n)=3n_z^2-1+\eta(n_x^2-n_y^2).
$$

The coefficient $p$ is independent of orientation, but $q$ is not. Let $e$ be the middle level and $d$ the outer splitting. Since the levels sum to zero, the outer ones are $-e/2\pm d/2$. The sum of the pairwise products of the roots equals $-p$:

$$
e(-e)+\frac{e^2-d^2}{4}=-p
\quad\Longrightarrow\quad
d^2=4p-3e^2 .
$$

Hence $d\le2\sqrt p$, with equality when $e=0$. With $b=-2\nu_I$ this upper limit is

$$
\nu_{\rm dq}=2\sqrt{(2\nu_I)^2+K^2(3+\eta^2)} .
$$

This is the double-quantum frequency. The name refers to the strong-field limit, where the outer levels have $m_I=\pm1$ along the field; here the quadrupole term mixes these states. The formula gives the upper edge of a distribution, and a general orientation has a smaller splitting.

### When the edge is reached, and why it is a peak

A level at $E=0$ requires $q=0$. The roots are then $0$ and $\pm\sqrt p$, so the zero root is indeed the middle one. The condition on the direction is

$$
g(\mathbf n)=\frac{2K^2(1-\eta^2)}{b^2}.
$$

On the sphere $g$ is continuous and runs from $-(1+\eta)$, along $y$, to $2$, along $z$. The right-hand side is positive, so a solution exists if and only if

$$
2\nu_I\ge K\sqrt{1-\eta^2}.
$$

Here the threshold is 0.458 MHz, well below 2.0 MHz. If instead $K=3.0$ MHz, with $\eta$ and $b$ unchanged, the threshold is 2.750 MHz and the condition fails. The formula then gives 11.391 MHz, while the largest splitting found over the powder is 11.332 MHz.

Suppose the inequality is strict. The stationary values of $g$ on the sphere are $2$, $-1+\eta$ and $-1-\eta$, taken along the axes. None of them equals the required value, which lies between 0 and 2. Thus $q$ changes linearly as $\mathbf n$ crosses the curve $q=0$, and so does $e\simeq-q/p$. The splitting changes quadratically:

$$
d=2\sqrt p\,\sqrt{1-\frac{3e^2}{4p}}\simeq2\sqrt p-\frac{3e^2}{4\sqrt p}.
$$

Orientations within a small distance $\delta$ of the edge therefore satisfy $|e|<\sqrt{4\sqrt p\,\delta/3}$, and their fraction grows as $\sqrt\delta$. Differentiating with respect to $\delta$ gives a density that diverges as $1/\sqrt{\nu_{\rm dq}-d}$. Numerically, about 7.4% of orientations lie within 0.001 MHz of the edge and 14.8% within 0.004 MHz. Their ratio, about 2.01, is close to the predicted factor of 2, which it approaches as the windows shrink.

For the given parameters,

$$
p=4.0+0.25\,(3.16)=4.79\ \mathrm{MHz}^2,\qquad
\nu_{\rm dq}=2\sqrt{4.79}=4.377\ \mathrm{MHz}\quad(18.10\ \mathrm{neV}).
$$

The edge curve has $g=0.105$. It crosses the $xz$ plane at 58.6° from $z$ and the $yz$ plane at 48.3°. The lower end of the distribution belongs to the field along $z$. There $|z\rangle$ stays at $-2K=-1.0$ MHz and is the middle level, while the other two lie at $K\pm\sqrt{b^2+K^2\eta^2}$, so $d=2\sqrt{4.04}=4.020$ MHz.

The same argument applies along the other two axes. Along $y$ the middle level is $|y\rangle$ and $d=\sqrt{4b^2+\nu_-^2}=\sqrt{17.69}=4.206$ MHz; along $x$ it is $|x\rangle$ and $d=\sqrt{4b^2+\nu_+^2}=\sqrt{18.89}=4.346$ MHz. The splitting depends on direction only through $g$, so $d$ is stationary on all three axes. The $y$ and $z$ axes are isolated extrema of $g$ and give finite steps in the density. The $x$ axis is a saddle point of $g$ and gives a second, weaker peak, with a logarithmic divergence, at 4.346 MHz, 0.031 MHz below the main peak at the edge.

The two single-quantum frequencies, between neighbouring levels, are $d/2\pm3e/2$. They change at first order in $e$, where $d$ changes only at second order, and spread from 0.51 to 3.51 MHz, whereas the outer splitting is confined to 4.020–4.377 MHz.

### Do the lines appear?

Consider a three-pulse echo with ideal $\pi/2$ pulses, delays $\tau$ and $T$, and no relaxation. Let $U_\pm(t)=e^{-2\pi iH_\pm t}$ be the nuclear propagators of the two manifolds.

The initial nuclear state is proportional to the unit matrix. After the first pulse and the delay $\tau$, the electron coherence $|+\rangle\langle-|$ carries the nuclear factor $U_+(\tau)U_-^\dagger(\tau)$. The second pulse stores it as electron polarization. Its part in the upper manifold is multiplied by $U_+(T)$ on the left and $U_+^\dagger(T)$ on the right. The third pulse converts it to $|-\rangle\langle+|$, which adds $U_-(\tau)$ on the left and $U_+^\dagger(\tau)$ on the right. The opposite pathway supplies the complex conjugate. Taking the trace, with its factors permuted cyclically, gives

$$
V_+=\tfrac13\,\mathrm{Re}\,\mathrm{Tr}\left[U_+(T+\tau)U_-^\dagger(\tau)U_+^\dagger(T+\tau)U_-(\tau)\right].
$$

In the eigenstates $|i\rangle$ of $H_+$, with energies $E_i$, this is

$$
V_+=\tfrac13\sum_{ij}\left|\langle j|U_-(\tau)|i\rangle\right|^2\cos\left[2\pi(E_i-E_j)(T+\tau)\right].
$$

Exchanging $+$ and $-$ gives $V_-$, and the echo is $(V_++V_-)/2$. A line appears if the propagator of the other manifold connects its two levels. An explicit density-matrix simulation of the pulse sequence at one orientation agrees with this formula.

For $\tau=0.12$ µs the powder-averaged amplitudes of $\nu_0$, $\nu_-$ and $\nu_+$ are 0.131, 0.120 and 0.112, in units of the echo that would be seen with no nuclear modulation at all, for which $(V_++V_-)/2=1$. All three lines appear. For the other manifold, a histogram of frequencies weighted by amplitude, with bins 0.02 MHz wide and edges at multiples of 0.02 MHz, has its tallest bin centred at 4.37 MHz. That bin is 19 to 20 times as high as the tallest single-quantum bin. This ratio belongs to the chosen $\tau$, bin width and bin placement. Shifting the bin edges by 0.005 to 0.015 MHz lowers it to between 15 and 17 and moves the centre of the tallest bin to 4.355–4.365 MHz. It also varies slightly with the powder grid.

## Variation 1: reading the parameters from a spectrum

*Sharp lines are found at 0.400, 1.300 and 1.700 MHz and a double-quantum edge at 4.377 MHz, with $\nu_I=1.0$ MHz. Find $K$, $\eta$ and $A$, taking $K$ and $A$ positive.*

Adding the two upper sharp frequencies eliminates $\eta$:

$$
K=\frac{\nu_-+\nu_+}{6}=\frac{3.0}{6}=0.5\ \mathrm{MHz},\qquad
\eta=\frac{\nu_0}{2K}=0.4 .
$$

In the lower manifold $|b|=\nu_I+A/2$, so the edge formula gives

$$
A=2\left[\sqrt{\frac{\nu_{\rm dq}^2}{4}-K^2(3+\eta^2)}-\nu_I\right]
=2\left[\sqrt{4.79-0.79}-1.0\right]=2.0\ \mathrm{MHz}.
$$

The signs had to be given: reversing $K$ leaves the sharp frequencies and $p$ unchanged, and reversing $A$ exchanges the manifolds.

## Variation 2: imperfect cancellation

*Let $A$ be 10% too large, $A=2.2$ MHz. How far do the sharp lines spread?*

The upper manifold now feels a residual field $r=A/2-\nu_I=0.1$ MHz. In the matrix above, the field enters only off the diagonal, so there is no shift linear in $r$ while $r$ is small compared with the level spacings.

With the field along $z$, $|x\rangle$ and $|y\rangle$ are coupled by an element of size $r$, and their splitting rises to

$$
\sqrt{\nu_0^2+4r^2}=\sqrt{0.16+0.04}=0.447\ \mathrm{MHz}.
$$

Diagonalization over the powder confirms this as the upper end for $\nu_0$. The full spreads are 0.055 MHz for $\nu_0$, 0.039 MHz for $\nu_-$ and 0.016 MHz for $\nu_+$. In this example the lowest line, whose two levels lie closest together, is the most sensitive to the mismatch.

## Computed results

```
nuclear Zeeman frequency nu_I = 1.000 MHz
hyperfine coupling A = 2.000 MHz
quadrupole coupling e^2qQ/h = 2.000 MHz
K = 0.500 MHz, eta = 0.40 (no unit)
effective field, m_S=+1/2 = 0.000 MHz
effective field, m_S=-1/2 = -2.000 MHz
zero-field levels = [-1.   0.3  0.7] MHz
nu_0 = 0.400 MHz = 1.654 neV
nu_- = 1.300 MHz = 5.376 neV
nu_+ = 1.700 MHz = 7.031 neV
p = 4.7900 MHz^2
double-quantum edge = 4.3772 MHz = 18.103 neV
largest outer splitting on grid = 4.3772 MHz
lower edge, field along z = 4.0200 MHz
middle level range = -1.000 to 0.700 MHz
single-quantum range = 0.510 to 3.510 MHz
existence threshold K sqrt(1-eta^2) = 0.4583 MHz
g(n) on the edge curve = 0.1050 (no unit)
edge angle from z, xz plane = 58.62 degrees
edge angle from z, yz plane = 48.29 degrees
fraction within 0.001 MHz of edge = 0.0740
fraction within 0.004 MHz of edge = 0.1483
ratio of the two fractions = 2.005
large-K case: K = 3.00 MHz, threshold = 2.750 MHz
large-K case: formula = 11.391 MHz
large-K case: true maximum = 11.332 MHz
electron frequency in six-level test = 9500 MHz
largest nonsecular shift = 0.000209 MHz
pulse delay tau = 0.12 microseconds
echo, simulated = 0.520627, formula = 0.520627
powder amplitude of nu_0 = 0.1309 (echo = 1)
powder amplitude of nu_- = 0.1201 (echo = 1)
powder amplitude of nu_+ = 0.1121 (echo = 1)
histogram bin width = 0.020 MHz
tallest bin centre, m_S=-1/2 = 4.370 MHz
tallest double- to single-quantum bin ratio = 19.21
mismatched A = 2.200 MHz, residual field = 0.100 MHz
mismatch spread of nu_0 = 0.0549 MHz
mismatch spread of nu_- = 0.0389 MHz
mismatch spread of nu_+ = 0.0160 MHz
recovered K = 0.5000 MHz, eta = 0.4000
recovered A = 2.0000 MHz
```
